# Why a scissor shift cannot repair light LDA effective masses

Suppose that a calculation in the local-density approximation (LDA) gives a semiconductor a gap of 0.6 eV where 1.4 eV is wanted, and a conduction mass of $0.0325\,m_0$, with $m_0$ the free-electron mass. A scissor shift raises all conduction bands by 0.8 eV. If one now believes that the mass has been repaired along with the gap, the light mass passes unnoticed into every later quantity that depends on it. In the example below, the effective conduction density of states at 300 K, in the parabolic approximation, stays about 3.7 times smaller than in a model where opening the gap does make the electron heavier.

The belief has a plausible source. In $k\cdot p$ theory the inverse mass contains squared momentum elements divided by the gap, so a wider gap seems to imply a heavier electron. A common-sense repair of this argument is to note that the scissor operator also enlarges the velocity elements. That is true, but by itself it makes the predicted mass too light. A third change, in the second derivative of the Hamiltonian, completes the account.

## A counter-example

Take a Kane model of a zinc-blende semiconductor near $k=0$, with $\mathbf k$ along $z$. The heavy-hole band decouples, and each spin partner has three states: light hole, split-off hole and the s-like conduction state $S$. The p-like orbital $Z$ that couples to $S$ is shared between the light-hole and split-off states with weights 2/3 and 1/3. With

$$\beta=\frac{\hbar^2}{2m_0}=0.0381\ \text{eV nm}^2,\qquad E_p=\frac{2}{m_0}|\langle S|p_z|Z\rangle|^2 ,$$

the Hamiltonian in the order (light hole, split-off, $S$) is

$$H(k)=\begin{pmatrix}0&0&g_1k\\0&-\Delta_{so}&g_2k\\g_1k&g_2k&E_g+(1+2F)\beta k^2\end{pmatrix},$$

$$g_1=\sqrt{\tfrac23E_p\beta},\qquad g_2=-\sqrt{\tfrac13E_p\beta}.$$

The number $F$ represents remote bands. The valence diagonal is taken flat; its dispersion would enter the conduction energy only beyond order $k^2$. The parameters are $E_g=0.6$ eV, $\Delta_{so}=0.1$ eV, $E_p=20$ eV and $F=-1$.

**Before the shift.** Let $E_1=E_g=0.6$ eV and $E_2=E_g+\Delta_{so}=0.7$ eV be the distances from $S$ down to the two valence states. Second-order perturbation theory gives

$$E_c(k)=E_g+(1+2F)\beta k^2+k^2\sum_i\frac{g_i^2}{E_i}+O(k^4).$$

Write $g_i^2=\beta w_i$, so that $w_1=13.33$ eV and $w_2=6.67$ eV. Since $E_c=E_g+(m_0/m)\beta k^2$ defines the mass,

$$\frac{m_0}{m}=1+2F+\sum_i\frac{w_i}{E_i}=-1+\frac{13.33}{0.6}+\frac{6.67}{0.7}=30.75,$$

and $m=0.0325\,m_0$.

**After the shift.** The scissored Hamiltonian is $H_s(k)=H(k)+\Delta\,P_c(k)$, where $\Delta=0.8$ eV and $P_c(k)=|c(k)\rangle\langle c(k)|$ projects on the conduction eigenstate at that same $k$. To first order this eigenstate contains an amplitude $kg_i/E_i$ of valence state $i$. Normalization removes the corresponding weight from $S$. Therefore

$$\langle i|P_c|S\rangle=\frac{kg_i}{E_i}+O(k^3),\qquad \langle S|P_c|S\rangle=1-k^2\sum_i\frac{g_i^2}{E_i^2}+O(k^4).$$

The projector also has elements of order $k^2$ between valence states, but these affect the conduction energy only at order $k^4$. The relevant elements of $H_s$ are

$$\langle i|H_s|S\rangle=g_ik\left(1+\frac{\Delta}{E_i}\right)=g_ik\,\frac{E_i+\Delta}{E_i},$$

$$\langle S|H_s|S\rangle=E_g+\Delta+\beta k^2\Big[1+2F-\Delta\sum_i\frac{w_i}{E_i^2}\Big].$$

Both the coupling and the diagonal curvature have changed. The denominators are now $E_i+\Delta$, so the coupling contributes to $m_0/m$

$$\sum_i w_i\frac{(E_i+\Delta)^2}{E_i^2}\frac1{E_i+\Delta}=\sum_i\frac{w_i(E_i+\Delta)}{E_i^2}
=\frac{13.33\times1.4}{0.36}+\frac{6.67\times1.5}{0.49}=72.26 .$$

The diagonal contributes

$$-1-0.8\left(\frac{13.33}{0.36}+\frac{6.67}{0.49}\right)=-41.51 .$$

Their sum is 30.75, the value before the shift. The gap is 1.4 eV and the mass is still $0.0325\,m_0$.

Two incomplete calculations can now be recognized:

- Keeping the old couplings $g_i$ and the old diagonal, but using the new denominators, gives $m_0/m=-1+13.33/1.4+6.67/1.5=12.97$, or $m=0.0771\,m_0$. This is not the mass of $H_s$.
- Rescaling the couplings but keeping the old diagonal gives $-1+72.26=71.26$, or $m=0.0140\,m_0$. Velocity rescaling alone thus moves the mass in the wrong direction, and cannot be the reason why it stays the same.

## The general statement

Let $H(k)$ be a smooth Bloch Hamiltonian written in a basis that does not depend on $k$, with $k$ varied along a fixed direction. Let a gap separate the conduction set $c$ from the valence set $v$ at every $k$ considered, so that the projector $P_c(k)$ on the conduction set is smooth. Let $\Delta>0$ be constant. Then $H_s(k)=H(k)+\Delta P_c(k)$ has the same band curvatures as $H(k)$, in both sets.

The direct proof is short. $P_c(k)$ is a sum of projectors on eigenstates of $H(k)$, so it commutes with $H(k)$. The eigenstates are unchanged, conduction energies become $E_c(k)+\Delta$, and valence energies remain $E_v(k)$. A constant has no derivative. The extrema therefore stay where they were, with the same masses.

It remains to show how the $k\cdot p$ expression arrives at this result in general. Primes denote derivatives with respect to $k$, and states and energies without an argument are taken at the extremum $k=0$.

**Curvature of a nondegenerate band.** Differentiating $(H-E_n)|n\rangle=0$ and projecting on another eigenstate $m$ gives

$$\langle m|n'\rangle=\frac{\langle m|H'|n\rangle}{E_n-E_m}.$$

The first derivative of the energy is $E_n'=\langle n|H'|n\rangle$. A second differentiation gives

$$E_n''=\langle n|H''|n\rangle+2\,\mathrm{Re}\,\langle n|H'|n'\rangle .$$

Insert a complete set between $H'$ and $|n'\rangle$. The term with $m=n$ drops out, because $\langle n|H'|n\rangle$ is real and normalization makes $\langle n|n'\rangle$ imaginary. Hence

$$E_n''=\langle n|H''|n\rangle+2\sum_{m\ne n}\frac{|\langle m|H'|n\rangle|^2}{E_n-E_m}. \tag{1}$$

For a local potential without spin-orbit coupling, $H(k)=(p+\hbar k)^2/2m_0+V$, so that $H'=\hbar p/m_0$ at $k=0$ and $H''=\hbar^2/m_0$. The scissor operator is nonlocal, and for $H_s$ neither identification survives.

**First derivative of the projector.** Differentiate $P_cH=HP_c$:

$$P_c'H+P_cH'=H'P_c+HP_c'.$$

Between $\langle v|$ and $|c\rangle$ the second term on the left vanishes, because $\langle v|P_c=0$, and $P_c|c\rangle=|c\rangle$ on the right. With $E_{cv}=E_c-E_v$ this gives

$$\langle v|P_c'|c\rangle=\frac{\langle v|H'|c\rangle}{E_{cv}} .$$

Next differentiate $P_c^2=P_c$ to obtain $P_c'P_c+P_cP_c'=P_c'$. Between two conduction states this says that twice an element equals the element itself. Between two valence states the left side is zero. Thus $P_c'$ has no elements within either set, and

$$\langle v|H_s'|c\rangle=\langle v|H'|c\rangle\,\frac{E_{cv}+\Delta}{E_{cv}} . \tag{2}$$

The operator $H'/\hbar$ is the velocity, so (2) is the velocity rescaling. It follows from the unchanged eigenstates: the ratio of $\langle v|H'|c\rangle$ to $E_{cv}$ equals $\langle v|c'\rangle$, which measures how the states turn with $k$. If the states do not change while the energy separation grows, the velocity element must grow in proportion.

**Second derivative of the projector.** Differentiating $P_c^2=P_c$ twice gives

$$P_c''P_c+2P_c'P_c'+P_cP_c''=P_c''.$$

The diagonal conduction element reads $2\langle c|P_c''|c\rangle+2\langle c|P_c'^2|c\rangle=\langle c|P_c''|c\rangle$. Since $P_c'$ connects $c$ only to valence states,

$$\langle c|P_c''|c\rangle=-2\sum_v\frac{|\langle v|H'|c\rangle|^2}{E_{cv}^2}. \tag{3}$$

For a valence state the outer terms vanish, and $\langle v|P_c''|v\rangle$ equals the corresponding sum over $c$ with a positive sign.

**Assembly.** Put (2) and (3) into (1) for a conduction band. The terms between conduction states are unchanged, since both energies move together. The remaining terms that depend on $\Delta$ are

$$2\sum_v|\langle v|H'|c\rangle|^2\left[\frac{(E_{cv}+\Delta)^2}{E_{cv}^2(E_{cv}+\Delta)}-\frac{\Delta}{E_{cv}^2}\right]
=2\sum_v\frac{|\langle v|H'|c\rangle|^2}{E_{cv}} .$$

The shift has cancelled, for any size of $\Delta$. For a valence band both terms in the bracket change sign, and the cancellation is the same.

If the band edge is degenerate, (1) must be replaced by degenerate perturbation theory, but the direct proof still applies to each energy branch. If the LDA gap closes somewhere, $P_c$ need not be smooth there, and the proof no longer applies without further conditions. If the LDA has inverted the order of the bands, the shift raises states of the wrong character near the inversion, and opening the gap in this way does not restore the correct order.

## A crystal with many bands

The cancellation does not depend on the small Kane basis. Consider a one-dimensional crystal with $\hbar=m_0=1$, reciprocal lattice vector 1 and potential

$$V(x)=0.14\cos(x+0.6)+0.20\cos2x ,$$

expanded in the nine plane waves with $g=-4,\dots,4$. The lowest two bands form the valence set. Matrix diagonalization gives a gap of 0.201 at $k=0$. Apply a scissor shift of 0.15, and obtain $H_s'$ and $H_s''$ by finite differences of the matrix $H_s(k)$.

The conduction curvature before the shift is 10.72. Afterwards the second-derivative term, which was 1 for the local Hamiltonian, is $-6.23$, and the interband term is 16.96; their sum is 10.72. For the upper valence band the curvature is $-8.61$ before the shift, and $8.22-16.82=-8.61$ to within rounding afterwards.

The mass can also be read from a physical response. Add a slowly varying well $W(x)=0.01\,[1-\cos(x/80)]$ to the scissored crystal, over 80 cells, and diagonalize the full Hamiltonian. The two lowest conduction levels lie 0.00383 apart. An effective-mass equation in the same well gives 0.00387 with the old curvature. With the curvature 6.58, which belongs to the heavier mass derived in the next section, it gives 0.00307. The confined electron follows the old mass to about 1 percent. A difference of that order is expected from nonparabolicity, because the spacing is about 2 percent of the original gap, though the calculation does not isolate this cause.

## What does change the mass

Let the correction to the conduction band depend on $k$, so that the new energy is $E_c(k)+\Delta_c(k)$. If the extremum stays at $k=0$,

$$\frac1{m_{\rm new}}=\frac1{m_{\rm old}}+\frac{\Delta_c''(0)}{\hbar^2}. \tag{4}$$

Dependence on $k$ is necessary but not sufficient: a correction that varies as $k^4$ leaves the mass at $k=0$ alone. If the correction has a slope at $k=0$, the extremum moves, and the curvature must be taken at its new position.

A useful case is to shift the zone-centre states themselves, $H(k)+\Delta P_c(0)$. This is a $k\cdot p$ model for small $k$, since the fixed projector does not follow the Bloch states through the zone. The added operator has no $k$-derivative, so $H'$ and $H''$ keep their old values and only the denominators in (1) widen. Subtracting the old curvature from the new one gives

$$\Delta_c(k)=\Delta-k^2\sum_v\frac{|\langle v|H'|c\rangle|^2\,\Delta}{E_{cv}(E_{cv}+\Delta)}+O(k^3). \tag{5}$$

The familiar rule that a wider gap gives a heavier electron belongs to this operation, in which the momentum elements are held fixed. The two operations agree at $k=0$ and differ in how the shift follows the mixing of states away from it.

In the Kane example the fixed-state shift simply replaces $E_g=0.6$ eV by 1.4 eV, and the mass becomes $0.0771\,m_0$. The coefficient of $k^2$ in (5) is

$$-0.0381\times0.8\left(\frac{13.33}{0.6\times1.4}+\frac{6.67}{0.7\times1.5}\right)=-0.677\ \text{eV nm}^2 .$$

Diagonalizing the Kane matrix for both gaps gives the correction beyond this order as well. It is 800.0 meV at $k=0$, 793.4 meV at 0.1 nm$^{-1}$ and 775.8 meV at 0.2 nm$^{-1}$. At $k=0.1$ nm$^{-1}$ the correction has fallen by less than 1 percent, yet the kinetic energy has dropped from 11.5 to 4.9 meV. A variation that looks negligible beside the gap correction is large beside the energy that defines the mass.

This sets a demand on interpolation. An error of 1 meV in the change of $\Delta_c$ between $k=0$ and 0.1 nm$^{-1}$, read as a $k^2$ term, changes $m_0/m$ by $0.001/(0.0381\times0.01)=2.6$. That is 20 percent of the value 12.97.

A nonlocal self-energy or a hybrid functional may alter the momentum elements too, and a self-energy also depends on energy. The fixed-state model shows how a small $k$-dependence can change the mass; it does not predict the result of such a calculation. There the mass can be taken from corrected energies at several points near the extremum.

## Consequence for a device, and the case of InP

For a parabolic band with two spin states, the effective conduction density of states is

$$N_c=2\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{3/2}.$$

At 300 K it is $1.5\times10^{17}$ cm$^{-3}$ for the scissored band and $5.4\times10^{17}$ cm$^{-3}$ for the fixed-state model. The ratio is $(0.0771/0.0325)^{3/2}\approx3.7$. At an electron density of $10^{17}$ cm$^{-3}$, the nondegenerate relation $\mu-E_c=k_BT\ln(n/N_c)$ puts the Fermi level $\mu$ at $-10$ and $-43$ meV from the respective band edges. For the scissored band this relation is only a rough estimate, because $n/N_c\approx0.7$ is not small. Numerical integration over the full Kane band with Fermi-Dirac occupation gives $-9$ and $-44$ meV. The close agreement in the scissored case is largely a cancellation: degeneracy raises the level by about 6 meV, and nonparabolicity lowers it by about 5 meV. At this fixed density and temperature, the difference between the two model masses therefore displaces the Fermi level by about 35 meV, and nonparabolicity and degeneracy together alter that difference by only about 1 meV.

The parameters are rough values in the regime of InP, whose electron mass is roughly $0.08\,m_0$. The fixed-state result lies close to this, but $E_p$ and $F$ are effective parameters of the kind chosen to describe such bands, so the closeness is no independent confirmation. The LDA-like gap of 0.6 eV is also a rough figure, and depends on the lattice constant used. Changing $E_p$ by $-10$ or $+10$ percent moves the fixed-state mass to 0.086 or $0.070\,m_0$. The target gap suits low temperature. A narrowing of roughly 0.07 eV by room temperature would lower the mass to $0.073\,m_0$ if all of it acted through the denominators. At $k=0.28$ nm$^{-1}$, where the parabolic kinetic energy is $\tfrac32k_BT$ at 300 K, the mass defined by $\hbar^2k/(dE/dk)$ is $0.082\,m_0$, about 6 percent above the band-edge value. Each of these changes in the fixed-state mass is much smaller than the factor of 2.4 between the scissored and fixed-state masses. That factor is a property of the model: it assumes that the LDA bands have the same $E_p$ and $F$ as the corrected ones, which an actual LDA calculation need not give, so the LDA mass should be taken from the calculation itself. It also depends on the LDA gap: with the target gap and the other parameters unchanged, it is 2.8 for an LDA gap of 0.5 eV and 2.0 for 0.7 eV.
